# Microcanonical position densities in axial and planar ion channelling

A boron ion of 1 MeV oscillates between two {110} planes of a silicon crystal. It spends 27% of its path in the outermost tenth of the range it can reach on either side of the mid-plane, where it moves sideways most slowly. Now let such ions move among the <100> atomic rows, and divide the area they can reach into five zones of equal size, ordered by potential. They too are slowest in the outermost zone. If slowness set the density there as well, that zone would hold about 37% of them. An ensemble started uniformly, with random directions, instead keeps 20% there, the zone's share of the area. Why does slowing down count in one case and not in the other?

## The model

The ion has mass $M$ and energy $E_0$, and travels at a small angle $\psi$ to a row (axial channelling) or a plane (planar channelling). It passes many atoms while its sideways position hardly changes, so it feels their potential averaged along the row or plane, the continuum potential $U$. This average does not depend on depth $z$. Energy loss, and scattering by electrons and by the thermal motion of the atoms, are left out until the end.

Let $\mathbf r$ be the transverse position, with $D=2$ components in the axial case and $D=1$ in the planar case. The transverse momentum is $p=Mv\psi$, where $v$ is the ion speed, so the transverse kinetic energy is

$$\frac{p^2}{2M}=\tfrac12Mv^2\psi^2=E_0\psi^2 .$$

Since $dz=v\,dt$ at small angles, depth can serve as the clock. A prime denotes $d/dz$. Then $M\ddot{\mathbf r}=-\nabla U$ becomes $Mv^2\mathbf r''=-\nabla U$, or

$$\mathbf r''=-\frac{\nabla U}{2E_0},\qquad E_t=E_0\psi^2+U(\mathbf r)=\text{constant}. \tag{1}$$

The ion can reach the points where $U<E_t$.

For one term $e^{-\kappa R}/R$ of a screened Coulomb interaction, averaging over a row with atomic spacing $d$ gives a modified Bessel function:

$$\frac{Z_1Z_2e^2}{d}\int_{-\infty}^{\infty}\frac{e^{-\kappa\sqrt{r^2+z^2}}}{\sqrt{r^2+z^2}}\,dz=\frac{2Z_1Z_2e^2}{d}K_0(\kappa r).$$

Here $e^2$ stands for $e^2/4\pi\varepsilon_0$. The example uses three such terms (Molière screening), with weights 0.35, 0.55, 0.10 and decay rates $0.3/a$, $1.2/a$, $6/a$, where $a=0.0159$ nm is the screening length. The potential is also averaged over Gaussian thermal displacements of the atoms.

Seen along <100>, the rows form a square lattice of side $s=0.192$ nm, which is also the spacing of the {110} planes. Averaging the rows along a lattice direction therefore gives the planar potential. This second average is justified only if the direction of travel within the plane is not closely aligned with an axis. Even a minor axis can spoil it, because the ion then feels separate rows instead of a smooth plane.

## First derivation: integrate over momentum

By Liouville's theorem, phase-space density is carried along unchanged by the motion. A density that depends on position and momentum through $E_t$ alone is therefore stationary. Fixing $E_t$ selects the microcanonical density, and its position part is

$$N(\mathbf r)=\int d^Dp\;\delta\!\left(E_t-U(\mathbf r)-\frac{p^2}{2M}\right). \tag{2}$$

**Axial case.** In two dimensions $d^2p=2\pi p\,dp$ after integration over direction. With $K=p^2/2M$ we have $p\,dp=M\,dK$, so wherever $U<E_t$

$$N=2\pi M\int_0^\infty dK\,\delta(E_t-U-K)=2\pi M. \tag{3}$$

The potential has dropped out. Normalising over the accessible area $A$ gives

$$P(\mathbf r)=\frac1A\quad(U<E_t),\qquad P=0\quad(U>E_t). \tag{4}$$

**Planar case.** The delta function has two roots, $p=\pm\sqrt{2M(E_t-U)}$. Each contributes the inverse of $|d(p^2/2M)/dp|=|p|/M$, so

$$N=\frac{2M}{|p|}\propto\frac1{\psi(x)}. \tag{5}$$

**Why they differ.** In $D$ dimensions the momentum element is proportional to $p^{D-1}dp=Mp^{D-2}dK$, hence

$$N\propto p^{D-2}\propto(E_t-U)^{(D-2)/2}. \tag{6}$$

The thickness of the energy shell in momentum is $dp=M\,dK/p$. It grows as the ion slows, and this is the lingering effect in both geometries. In two dimensions the shell is a ring of circumference $2\pi p$, which shrinks in the same proportion. A slow ion stays longer, but its ring of possible momenta is shorter, and the area of the shell (thickness times circumference) is unchanged.

The exponent in (6) can be tested by counting equal momentum cells in a thin shell, with $M=1$, at kinetic energies 4 and 1 and a half-width of 0.1. Equation (6) predicts count ratios of 0.5, 1 and 2 for $D=1,2,3$. The counts give 0.500, 1.001 and 2.007.

## Second derivation: conserve ions in position and direction

The result can also be found without a delta function or a momentum integral, by asking which distribution stays the same as the ions move deeper.

**Planar case.** At fixed $E_t$ an ion at $x$ has two possible states, moving right or left with slope $\psi(x)$. Let their densities be $f_+$ and $f_-$. If nothing changes with depth, no ions accumulate between two positions, so each current is constant:

$$\frac{d}{dx}(f_+\psi)=0,\qquad \frac{d}{dx}(f_-\psi)=0.$$

At a turning point every arriving ion leaves again, so both currents have the same magnitude $J$. The total density is $P=f_++f_-=2J/\psi$.

With turning points at $\pm x_t$, a full oscillation covers the range twice, so its length in depth is

$$\lambda=2\int_{-x_t}^{x_t}\frac{dx}{\psi(x)}.$$

Normalisation requires $1=2J\int dx/\psi=J\lambda$. Therefore

$$P(x)=\frac{2}{\lambda\,\psi(x)},\qquad \psi(x)=\sqrt{\frac{E_t-U(x)}{E_0}}. \tag{7}$$

The density diverges at the turning point, but harmlessly. There $E_t-U\simeq F\,(x_t-x)$ with $F=U'(x_t)>0$, and the share of the last distance $\delta$ on one side is

$$\frac2\lambda\sqrt{\frac{E_0}{F}}\int_0^\delta\frac{dy}{\sqrt y}=\frac4\lambda\sqrt{\frac{E_0\,\delta}{F}},$$

which vanishes with $\delta$.

**Axial case.** The state at fixed $E_t$ is now a position and a direction angle $\varphi$. Write $\mathbf n=(\cos\varphi,\sin\varphi)$, so that $\mathbf r'=\psi\mathbf n$. The component of (1) perpendicular to $\mathbf n$ turns the direction at the rate

$$\varphi'=\frac{\sin\varphi\,U_x-\cos\varphi\,U_y}{2E_0\psi},$$

where subscripts denote derivatives. Let $f(\mathbf r,\varphi)$ be the density in this three-dimensional space. Conservation of ions, without change in depth, reads

$$\nabla\cdot(f\psi\mathbf n)+\frac{\partial}{\partial\varphi}(f\varphi')=0. \tag{8}$$

Assume that at every position all directions are equally likely, so $f=f(\mathbf r)$. Equation (8) becomes

$$\psi\,\mathbf n\cdot\nabla f+f\left(\mathbf n\cdot\nabla\psi+\frac{\partial\varphi'}{\partial\varphi}\right)=0. \tag{9}$$

Differentiating $E_0\psi^2=E_t-U$ gives $\nabla\psi=-\nabla U/(2E_0\psi)$. The two terms in the bracket are then

$$\mathbf n\cdot\nabla\psi=-\frac{\cos\varphi\,U_x+\sin\varphi\,U_y}{2E_0\psi},\qquad
\frac{\partial\varphi'}{\partial\varphi}=+\frac{\cos\varphi\,U_x+\sin\varphi\,U_y}{2E_0\psi}.$$

They cancel. What remains is $\mathbf n\cdot\nabla f=0$ for every direction, so $f$ is constant throughout a connected accessible region, and (4) follows. The current $f\psi$ vanishes at the edge, so no ions leave there.

The cancellation shows the mechanism in the motion itself. Ions climbing the potential slow down, which would compress them in space. The same force fans their directions apart, and the two effects balance. In one dimension there is no angle to fan out, and the compression stands alone.

## What each derivation assumes

The first derivation assumes the microcanonical weight, that is, equal weight for equal phase-space volume on the energy shell. It then handles every $D$ at once, but does not say whether a given beam acquires that weight.

The second assumes a steady state. In the planar case this is enough, because the two streams join at the turning points. In the axial case it needs the further assumption that directions are isotropic at every position. The microcanonical density has this property, but other steady states do not.

A harmonic well with circular symmetry supplies a counterexample. Ions released at rest from radius $R$ have no angular momentum, and they keep none. Each moves on a diameter with $r=R|\cos\theta|$, where the phase $\theta$ advances uniformly. It is inside $R/2$ when $|\cos\theta|<1/2$, which is one third of the time, although that disc holds one quarter of the area. For a sample started with the microcanonical weight, the share found there at a later time is 0.249.

This matters near the bottom of an axial channel. There the square symmetry of the four surrounding rows makes the quadratic part of the potential isotropic, $U\simeq U_0+\tfrac12kr^2$, with $r$ now measured from the channel centre. An ion with small excess $\epsilon=E_t-U_0$ has $A=2\pi\epsilon/k$, and the microcanonical density is $k/(2\pi\epsilon)$. To this order, however, angular momentum is conserved, and the motion alone does not produce that density.

The planar law has a different limitation. A single ion passes through its whole energy shell in one wavelength, so (7) is its depth average. Ions that start in phase with exactly equal $E_t$ stay in phase, and their density at one chosen depth is not (7). Mixed phases are needed for that.

## The planar example in numbers

The lattice constant, 0.543 nm, and the thermal displacement, 0.0075 nm, are rough typical values. The ion has $30$ eV of transverse energy above the mid-plane value $U=38$ eV, so $E_t=68$ eV. This is well below the 137 eV at the atomic plane, and the ion stays in its channel. Its largest angle is $\sqrt{30/10^6}=0.00548$ rad, or 0.31°.

The turning points lie 0.0596 nm from the mid-plane and the wavelength is 65.1 nm. Equation (7) gives at the mid-plane

$$P(0)=\frac{2}{65.08\times0.00548}\simeq5.6\ \text{nm}^{-1},$$

compared with 8.4 nm$^{-1}$ for a uniform density over the same range. At nine tenths of the way to the turning point it is 11.9 nm$^{-1}$. The outer half of the range holds 65.3% of the path. Direct integration of the trajectory (1) gives the same share and the same wavelength, with agreement tested to $10^{-5}$.

A parabolic well would give an outer-half share of 66.7%, by the phase argument used for the diameter. The true share is smaller because the well is flatter at the bottom and steeper outside. Away from the thermal core, $U$ is a sum of hyperbolic cosines, with positive coefficients for all even powers of $q=x/x_t$. Scaled to the same turning point, each higher power changes $1-q^2$ under the root into $1-q^{2m}=(1-q^2)(1+q^2+\dots+q^{2m-2})$. The extra factor grows outwards, so it raises the speed most near the turning point and moves weight towards the centre.

## The axial example in numbers

The potential is 32 eV at the channel centre and 44 eV at the saddle between neighbouring rows. With the same 30 eV excess, $E_t=62$ eV, so the ion can pass from channel to channel. Below the saddle it would be confined to one channel, and $A$ would be the area of that channel's accessible region. Here each cell of $s^2=0.0369$ nm² contains 0.0256 nm² of accessible area, a fraction of 0.70. Per cell, the density is $1/0.0256\simeq39$ nm$^{-2}$.

Two ensembles of 12,000 ions were followed through 600 nm. The first started uniformly over the accessible area with isotropic directions. The shares of the five equal zones, averaged over four depth windows, stayed within 0.003 of 0.2. The test required 0.02. The rival $1/\psi$ law would put about 0.37 in the outermost zone. (The grid sum in the output gives 0.376, slightly too much, because $1/\psi$ is singular at the edge.)

The second ensemble entered parallel to the rows, at points where $U$ was within 0.5 eV of $E_t$. It therefore began at rest sideways at the edge of the accessible area. Its outermost share fell from 0.67 in the first 10 nm to 0.29 between 20 and 60 nm, and to 0.24 between 300 and 600 nm. It approached uniformity but did not reach it. The remaining excess of 0.037 is ten times the sampling error at one depth, $\sqrt{0.2\times0.8/12000}=0.0037$. Slow mixing, or regular orbits that never explore the whole shell, may be responsible; the run does not distinguish them.

## From fixed energy to a parallel beam

A uniform density at fixed $E_t$ does not imply a uniform beam inside the crystal. Consider a beam entering parallel to the rows, uniformly over the cell area $A_0$. An ion entering at $\mathbf r_0$ has $E_t=U(\mathbf r_0)$. Let $A(U)$ be the area per cell where the potential is below $U$. A fraction $dA'/A_0$ of the ions has an accessible area between $A'$ and $A'+dA'$, and if mixing is complete, each spreads with density $1/A'$. Those that reach $\mathbf r$ have $A'>A(U(\mathbf r))$. Relative to the incident density $1/A_0$,

$$\frac{P_{\rm beam}(\mathbf r)}{1/A_0}=\int_{A(U(\mathbf r))}^{A_0}\frac{dA'}{A'}=\ln\frac{A_0}{A(U(\mathbf r))}. \tag{10}$$

The beam is concentrated at the channel centre because ions of every transverse energy can go there. On the 62 eV contour the relative density is $\ln(1/0.696)=0.36$. The logarithm in (10) diverges at the centre, but its integral is finite. This form of the peak rests on complete mixing, which is least secure near the centre: ions entering there parallel to the rows have almost no angular momentum and keep passing close to the centre, so the density there can exceed (10). Given the incomplete mixing found above, (10) is an idealised limit for this example.

## Beside a real implant

Boron at about 1 MeV is used for deep wells in silicon. For this ion the continuum potential describes the average force well, provided that a planar-channelled ion does not travel close to an axis, even a minor one. The largest angle, 0.31°, is below the axial Lindhard angle $\sqrt{2Z_1Z_2e^2/(dE_0)}=1.1°$, and below the smaller angle needed to cross a {110} plane, $\sqrt{(137-38)/10^6}$ rad $=0.57°$. The ion moves sideways by at most 0.003 nm per atom of a row, and stays at least 0.059 nm from the rows, or 0.036 nm from the planes. These distances are 7.9 and 4.9 thermal displacements. Its transverse de Broglie wavelength at full sideways speed, 0.0016 nm, is far below the channel width.

The weak point is the assumption that $E_t$ stays constant. Thermal vibration shifts each atom from its mean place, so the separate kicks differ at random from the average force. This alone spreads $E_t$ by several eV per planar wavelength. Electrons slow the ion and scatter it as well. The Lindhard–Scharff formula gives an electronic stopping of $S\simeq650$ eV/nm for a random direction, a rough scale for a channelled ion. That is 4% of the energy per planar wavelength. The value is probably low for a random direction: with $S\propto v$ it implies a total path $2E_0/S\simeq3100$ nm, while 1 MeV boron implanted in a random direction stops at less than 2000 nm. The estimates below scale with $S$, or with its square root. Electrons also deflect the ion. An electron at rest that receives momentum $q$ takes energy $q^2/2m_e$, while the ion gains at most about $q^2/2M$ sideways on average. In the axial case the mean gain in $E_t$ is then at most about $(m_e/M)S=0.03$ eV/nm. In the planar case only the momentum component across the planes counts, which halves this upper estimate to $h\simeq0.016$ eV/nm, or 1 eV per wavelength (the output lists the value for two components). Drag works against this, removing sideways kinetic energy at the rate $S\psi^2$, at most 0.02 eV/nm here.

The random spread matters more than the mean. A small kick $\delta p$ changes $E_t$ by $p\,\delta p/M$, with either sign. Since $\langle\delta p^2\rangle/2M$ grows at the rate $h$, the variance of $E_t$ grows at the rate $4Kh$, where $K=p^2/2M$ averages about 16 eV along the planar path. After one wavelength the spread due to electrons alone can reach about $\sqrt{4\times16\times0.016\times65}\simeq8$ eV, a quarter of the 30 eV. Channelled ions meet fewer electrons than this estimate assumes, but the spread falls only as the square root of the scattering rate.

Even over one planar wavelength, fixed $E_t$ is thus only a rough approximation for a single ion. At the stopping rate for a random direction, the ion would lose more than a third of its energy over 600 nm, so the long axial runs describe the conservative model and not an implant profile. Scattering also limits phase mixing between planes. Ions with 27 and 33 eV of excess have wavelengths of 66.0 and 64.2 nm, and they slip by one full oscillation after $\lambda_1\lambda_2/|\lambda_1-\lambda_2|\simeq2300$ nm. Long before that depth, scattering would have spread $E_t$ by more than the 6 eV that separates these ions, so the picture of fixed $E_t$ fails first. A spread of this size does not establish (7) at a single depth in time; a wider spread of energies, mixed entry phases or scattering would have to do so. The full set of values is in the numerical output below.

## Calculated quantities

```
Shell-cell ratio, K=4 to K=1, D=1,2,3: 0.500 1.001 2.007
Ion energy: 1.0 MeV; ion mass: 11.009 u
Lattice constant: 0.543 nm; thermal rms: 0.0075 nm
String and plane spacing: 0.1920 nm
Screening length: 0.01585 nm
String strength 2 Z1 Z2 e2/d: 371.3 eV
Transverse energy above minimum: 30.0 eV
Largest angle psi: 0.314 deg
Lindhard angle: 1.104 deg
Lindhard angle 0.0193 rad; a/d 0.0292
AXIAL <100>
U at centre, saddle: 32.07, 44.30 eV
U on string: 447.5 eV; E_t: 62.07 eV
Cell area: 0.03686 nm2; accessible: 0.02564 nm2
Accessible fraction: 0.696
Uniform density 1/A: 39.00 per nm2
Closest distance to string: 0.0594 nm
Zone shares, low U to high U (uniform law: 0.2 each)
Rival 1/v law: 0.133 0.146 0.162 0.183 0.376
Uniform start, 0-10 nm: 0.197 0.201 0.198 0.202 0.202
Uniform start, 20-60 nm: 0.199 0.199 0.201 0.201 0.199
Uniform start, 60-200 nm: 0.199 0.199 0.198 0.202 0.202
Uniform start, 300-600 nm: 0.198 0.201 0.199 0.201 0.201
Parallel entry, 0-10 nm: 0.000 0.042 0.185 0.106 0.667
Parallel entry, 20-60 nm: 0.164 0.204 0.168 0.176 0.288
Parallel entry, 60-200 nm: 0.165 0.193 0.169 0.212 0.262
Parallel entry, 300-600 nm: 0.176 0.197 0.178 0.211 0.237
Largest deviation, uniform start: 0.0028
Largest deviation, parallel entry, last: 0.0372
Ions: 12000 uniform, 12000 parallel
Largest energy drift: 0.0686 eV
Harmonic disc, share in inner quarter of area
Radial orbits: 0.3333; microcanonical: 0.2492
PLANAR {110}
U at mid-plane, on plane: 37.99, 136.85 eV
Turning point from mid-plane: 0.05959 nm
Turning point to atomic plane: 0.03640 nm
Wavelength: 65.08 nm; from path: 65.08 nm
Outer-half share: 0.65255; path: 0.65255
Outer-tenth share: 0.2738 (uniform: 0.1)
Uniform density would be: 8.390 per nm
Density at mid-plane: 5.610 per nm
Density at 0.9 turning point: 11.864 per nm
Wavelengths at 27, 33 eV: 66.03, 64.15 nm
Depth for one full turn of phase spread: 2255 nm
NEGLECTED EFFECTS
Electronic stopping, random: 650 eV/nm
Energy lost per wavelength: 4.23 %
Electron scattering, E_t gain: 0.0324 eV/nm
E_t gain per wavelength: 2.11 eV
E_t gain in 600 nm: 19.4 eV
Sideways step per row atom: 0.00297 nm
Closest distance/thermal rms, axial: 7.9
Closest distance/thermal rms, planar: 4.9
Transverse de Broglie wavelength: 0.00158 nm
```
